Regularisation bias and propagated noise in a film depth profile, part 1

(Sections cited here and not found follow in the second part.)

## First half: filter factors and the two kinds of error

### 1. A film seen through its own attenuation

A film contains a marker element whose concentration varies with depth. Electrons emitted by the marker atoms are counted at several angles to the surface normal. At grazing emission the electrons from deep layers travel a long way through the film and are mostly lost, so the signal comes mainly from the top. At normal emission deeper layers contribute more. The change of signal with angle therefore carries information about the depth profile.

It carries little of it. Each signal is a smooth average over depth, and quite different profiles can give nearly equal signals. An unconstrained inversion that fits the data as closely as possible turns small counting errors into enormous oscillations. Regularisation suppresses them, and the resulting profile has a small error bar. Does this error bar measure the distance to the true profile, or only the scatter on repeating the measurement?

Let z be the depth, D the film thickness and c(z) the atom fraction of the marker. Assume a uniform total density of atoms, straight electron paths, a known attenuation length λ that does not depend on composition, and no marker below the film. An electron emitted at depth z and angle θ travels the length z/cosθ and survives with probability exp(−pz), where

p = 1/(λ cosθ).

The signal is divided by that of an infinitely thick layer of pure marker, which is proportional to ∫₀^∞ exp(−pz) dz = 1/p. The normalised signal is therefore

y(θ) = ∫₀^D c(z) p exp(−pz) dz. (1)

The example uses round model parameters: D = 6 nm, λ = 2 nm, and eight angles from 0° to 70° in steps of 10°. Lengths are in nanometres, the natural unit here. The true profile is a Gaussian on a constant background,

c(z) = 0.2 + 0.5 exp[−(z − 2 nm)²/(2 × (0.6 nm)²)].

Its eight noise-free signals all lie between 0.286 and 0.340, although the atom fraction itself varies from 0.2 to 0.7.

### 2. From a function to a vector

Divide the film into n cells of width h, and let c_j be the value of c at the middle of cell j. Choose as unknowns

x_j = √h c_j.

The factor √h makes the ordinary squared length of the vector meaningful as an integral:

|x|² = Σ_j h c_j² ≈ ∫₀^D c(z)² dz.

Thus |x|² has the unit nm, and √(|x|²/D) is a root-mean-square (rms) atom fraction. Without the factor, the meaning of the penalty introduced below would change with the number of cells.

If cell j begins at depth z_j, the kernel integrates over the cell to

∫ p exp(−pz) dz = exp(−pz_j) [1 − exp(−ph)].

Since c_j = x_j/√h, the signal at angle i is Σ_j B_ij x_j with

B_ij = exp(−p_i z_j) [1 − exp(−p_i h)]/√h. (2)

With n = 120 and h = 0.05 nm, the largest difference between these signals and the integral (1) is 2.0 × 10⁻⁵. This is about 1 % of the noise in one channel, so the discretisation is adequate for this profile. From here on, "truth" means the vector x of cell values; structure finer than a cell is outside the description.

### 3. Noise and whitening

The m measured signals form the vector

y = Bx + e, E e = 0, E eeᵀ = C. (3)

E denotes the mean over repeated experiments with the same film, and C is a known positive-definite covariance matrix. The distribution of e need not be Gaussian. In the example each channel has independent noise of standard deviation 0.002, and all channels share a random offset of standard deviation 0.001. Hence

C_ij = 0.002² δ_ij + 0.001²,

and the total standard deviation per channel is √(0.002² + 0.001²) = 0.00224.

Write C = LLᵀ with an invertible matrix L, for instance the Cholesky factor, and define

A = L⁻¹B, ε = L⁻¹e.

The new noise has unit covariance:

E εεᵀ = L⁻¹ C L⁻ᵀ = L⁻¹ L Lᵀ L⁻ᵀ = I.

This step is called whitening. It expresses every combination of signals in units of its own standard deviation and accounts for the correlation between channels.

The offset needs care. It counts as random if each repetition has a new offset. If one offset persists through all repetitions, its effect is a constant shift that repetition cannot reveal, although C still describes what was known about it beforehand.

### 4. The singular-value decomposition

The matrix AᵀA is symmetric, and vᵀAᵀAv = |Av|² is never negative. It therefore has orthonormal eigenvectors v_i with eigenvalues that are positive or zero. Call the positive ones s_i², with s_i > 0 and i = 1, …, r, in decreasing order. For these define

u_i = A v_i/s_i.

The u_i are orthonormal, because

u_iᵀu_j = v_iᵀAᵀA v_j/(s_i s_j) = s_j² δ_ij/(s_i s_j) = δ_ij.

Moreover,

A v_i = s_i u_i, Aᵀu_i = AᵀA v_i/s_i = s_i v_i. (4)

Eigenvectors with eigenvalue zero satisfy |Av|² = 0, hence Av = 0. They span the null space, the set of profile changes that leave every signal unchanged.

Each v_i is a depth pattern. If a profile contains it with amplitude ξ_i, the whitened data contain u_i with amplitude s_i ξ_i, against noise of standard deviation 1. The number s_i is thus the signal-to-noise ratio per unit amplitude. In our variables it has the unit nm^(−1/2).

### 5. The regularised estimate

Choose a reference profile x₀ before looking at the data. In the example it is flat, with atom fraction 0.3. For a fixed α > 0, Tikhonov regularisation minimises over trial profiles x′ the quantity

J = (y − Bx′)ᵀC⁻¹(y − Bx′) + α²|x′ − x₀|². (5)

The first term asks for agreement with the data, the second for closeness to the reference. Put

d = x′ − x₀, b = L⁻¹(y − Bx₀).

Since C⁻¹ = L⁻ᵀL⁻¹ and L⁻¹(y − Bx′) = b − Ad,

J(d) = |b − Ad|² + α²|d|².

Change d by an arbitrary vector g and expand both squares:

J(d + g) − J(d) = −2gᵀ[Aᵀ(b − Ad) − α²d] + |Ag|² + α²|g|². (6)

At a minimum the term linear in g must vanish for every g. The square bracket is therefore zero:

(AᵀA + α²I) d = Aᵀb. (7)

What then remains of (6) is positive for every g ≠ 0, because α > 0. The solution is thus the unique minimum, even if A has a null space.

Multiply (7) from the left by v_iᵀ. From (4), v_iᵀAᵀA = s_i² v_iᵀ and v_iᵀAᵀ = s_i u_iᵀ, so

(s_i² + α²) v_iᵀd = s_i u_iᵀb.

For a null vector v the same operation gives α²vᵀd = 0, so the estimate keeps the reference value there. Collecting the components,

x_α = x₀ + Σ_i (f_i/s_i)(u_iᵀb) v_i, (8)

f_i = s_i²/(s_i² + α²). (9)

The f_i are the filter factors. Plain inversion would divide the data component u_iᵀb by s_i; regularisation multiplies the result by f_i. For s_i much larger than α, f_i is close to 1 and the data decide. For s_i much smaller than α, f_i ≈ s_i²/α² and the reference decides. At s_i = α the factor is 1/2. The transition is gradual, unlike a truncation that keeps some components whole and discards the rest.

### 6. Inserting the truth

Let ξ = x − x₀ be the true deviation from the reference. Split it into

ξ = Σ_i ξ_i v_i + ξ_⊥, ξ_i = v_iᵀξ, Aξ_⊥ = 0.

From (3), y − Bx₀ = Bξ + e. Therefore

b = Aξ + ε, u_iᵀb = s_i ξ_i + ε_i, ε_i = u_iᵀε.

Insert this into (8) and subtract x = x₀ + ξ:

x_α − x = Σ_i (f_i ξ_i + f_i ε_i/s_i) v_i − Σ_i ξ_i v_i − ξ_⊥

= −Σ_i (1 − f_i) ξ_i v_i − ξ_⊥ + Σ_i (f_i ε_i/s_i) v_i. (10)

The first two terms are the same in every repetition. They are the regularisation bias: the part of the true deviation that the filter removes, and the part that the instrument does not transmit. The minus signs say that the missing deviation is missing from the estimate. The last term changes from one repetition to the next and has mean zero. It is the propagated noise.

Whitening gives E ε_iε_j = u_iᵀu_j = δ_ij. The covariance of the estimate is therefore

N = Σ_i (f_i²/s_i²) v_i v_iᵀ. (11)

Now take the mean of the squared length of (10). The product of bias and noise averages to zero, because the bias is fixed and E ε_i = 0. Since the v_i are orthonormal and ξ_⊥ is orthogonal to them,

E|x_α − x|² = Σ_i (1 − f_i)² ξ_i² + |ξ_⊥|² + Σ_i f_i²/s_i². (12)

The first two terms are the squared bias and the third is the noise variance. Three conditions enter: a linear model with known B, noise of zero mean with known C, and α and x₀ chosen independently of the data. If α is taken from the same data, the f_i become random and correlated with ε_i, and the averages leading to (11) and (12) no longer hold as written. If e has a mean ē ≠ 0, the further bias Σ_i (f_i/s_i)(u_iᵀL⁻¹ē) v_i appears.

### 7. How much noise can pass

The noise amplitude of component i is

f_i/s_i = s_i/(s_i² + α²). (13)

From (s_i − α)² ≥ 0 follows s_i² + α² ≥ 2αs_i, so this amplitude is at most 1/(2α). The limit is reached at s_i = α. Components much stronger than this need little amplification, and much weaker ones are suppressed. The noise comes chiefly from patterns near the edge of visibility, if there are any.

As α → 0 the filter factors tend to 1 and the noise variance tends to Σ_i 1/s_i². In the example the smallest singular value is 9.17 × 10⁻⁸ nm^(−1/2) (for the continuous kernel, without cells, it is 9.22 × 10⁻⁸, so this value and the amplitudes derived from it below depend on the grid by about half a per cent). It alone contributes the amplitude

1/(9.17 × 10⁻⁸) = 1.09 × 10⁷ nm^(1/2),

or, divided by √(6 nm), an rms atom fraction of 4.5 × 10⁶. The full sum gives the same value to this accuracy. An atom fraction lies between 0 and 1, so the unregularised inversion says nothing about the profile as a whole, although the noise in each signal is below one per cent of that signal.

## Second half: choosing α and stating the uncertainty

### 8. Symbols and results carried over

The vector x holds the true cell values √h c_j, x₀ is the reference and ξ = x − x₀. The whitened matrix A has r positive singular values s_i with depth patterns v_i, and ξ_i = v_iᵀξ. The part ξ_⊥ lies in the null space and affects no signal. There are m signals, with noise covariance C. The whitened noise has components ε_i of mean zero and variance 1. The estimate x_α has the filter factors

f_i = s_i²/(s_i² + α²),

and its mean squared error is

E|x_α − x|² = Σ_i (1 − f_i)² ξ_i² + |ξ_⊥|² + Σ_i f_i²/s_i².

The first two terms are squared bias, the last is propagated noise. In the example m = r = 8, D = 6 nm and the reference is flat at 0.3. An rms atom fraction is the square root of a squared error divided by D.

### 9. The exchange between bias and noise

Let t = α². Then 1 − f_i = t/(s_i² + t) and f_i²/s_i² = s_i²/(s_i² + t)². Differentiate each:

d/dt [t²/(s_i² + t)²] = [2t(s_i² + t) − 2t²]/(s_i² + t)³ = 2t s_i²/(s_i² + t)³,

d/dt [s_i²/(s_i² + t)²] = −2s_i²/(s_i² + t)³.

The squared bias rises with α if any ξ_i differs from zero, and the noise variance falls. For the total error M(t),

dM/dt = 2 Σ_i s_i² (t ξ_i² − 1)/(s_i² + t)³. (14)

The null-space part has dropped out because no α changes it. As t → 0 the slope tends to −2 Σ_i 1/s_i⁴, which is negative: a little regularisation always lowers the mean squared error under the stated assumptions. For large t the slope approaches 2 Σ_i s_i²ξ_i²/t², which is positive if some ξ_i ≠ 0. A minimum then exists at a finite positive α. At that minimum not all brackets in (14) can be negative, so

α ≥ 1/max|ξ_i|. (15)

The argument does not show that there is a single local minimum. If all ξ_i vanish, the reference is already right in every visible component, and the error falls steadily towards its limit at infinite α.

Equation (14) contains the unknown truth. The best α is therefore an oracle value: it can be computed in a model study but not from one real data set. It serves here to show that bias remains even under the most favourable choice of α.

The error of a regularised profile has been split into bias and propagated noise, and the α that minimises the mean squared error has been shown to depend on the unknown truth. It remains to work out both kinds of error in the example and to ask what can be said about the bias when the truth is not known.
